**Two electrons on a sphere: the exact state $1+r_{12}$ and its correlation energy**

For $H=-\tfrac12(\nabla_1^2+\nabla_2^2)+1/u$ on a sphere of radius $R=\sqrt3/2$ bohr, with $u$ the chord distance and $\nabla^2$ the surface Laplacian, $\Psi=1+u$ is the singlet ground state with $E=1$ hartree, the restricted Hartree–Fock energy is $E_{\rm HF}=1/R$, and $E_c=E-E_{\rm HF}=1-2/\sqrt3$. The program asserts, with the full four-angle operator at random points, the reduction of $H$ to the variable $u$, a constant local energy at this radius but not at $R=1$, and the identity for trial functions $f\Psi$ that makes $\Psi$ the ground state. Quadrature tests the moments of $u$, the norm $N=\langle\Psi^2\rangle$, the repulsion $V$ and the Legendre expansions of $u$ and $1/u$. Diagonalization in Legendre polynomials up to order $L=320$ reproduces $E$, the kinetic energy $T$, $V$, the Hartree–Fock weight and the leading error $1/[4N(L+1)^2]$, while a basis of polynomials in $u$ reproduces $E$, the cusp ratio 1, the relation $R\,dE/dR=-(2T+V)$ and the limit $E_c(R\to0)=4\ln2-3$. Restricted and unrestricted minimizations from random starts in real harmonics with $l\le4$ return $1/R$, and finite differences give the curvatures $l(l+1)/R^2-4/[(2l+1)R]$ and the symmetry-breaking radius $3/2$ bohr. The output shows $E_{\rm HF}=1.154701$, $E_c=-0.154701$ hartree ($-4.21$ eV), $T=0.103963$, $V=0.896037$ hartree and a Hartree–Fock weight of 0.965.

## Program and output

```python
# Two electrons on the surface of a sphere of radius R (Hartree atomic units),
# H = -(lap1+lap2)/2 + 1/u, u = chord distance, lap = surface Laplacian.
# Tested: at R = sqrt(3)/2, psi = 1+u is the exact ground state with E = 1;
# E_HF = 1/R (stable up to R = 3/2); Ec = E - E_HF = 1 - 2/sqrt(3).
# s = u/(2R); <.> = average over uniform positions; N = <psi^2>;
# T, V = kinetic, repulsion energy; L = highest Legendre order in the CI.
import numpy as np, sympy as sp, mpmath as mp
from math import factorial, pi, sqrt, log
from numpy.polynomial import Legendre
from scipy.special import roots_legendre, eval_legendre, lpmv
from scipy.linalg import eigh
from scipy.optimize import minimize, brentq
from scipy.integrate import quad, dblquad
from scipy.constants import physical_constants

eV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(1)
def show(label, val, unit, d=6):
    print(f"{label} = {val:.{d}f} {unit}")

# ---- symbolic work with the full four-angle operator
t1, p1, t2, p2, Rs, w = sp.symbols('t1 p1 t2 p2 R w', positive=True)
u = Rs*sp.sqrt(2-2*(sp.cos(t1)*sp.cos(t2)+sp.sin(t1)*sp.sin(t2)*sp.cos(p1-p2)))
pairs = ((t1, p1), (t2, p2))
def grad(f, t, p): return (sp.diff(f, t)/Rs, sp.diff(f, p)/(Rs*sp.sin(t)))
def div(a, t, p): return (sp.diff(sp.sin(t)*a[0], t)+sp.diff(a[1], p))/(Rs*sp.sin(t))
def H4(f): return -sum(div(grad(f, *q), *q) for q in pairs)/2 + f/u
def Hred(F):
    return ((w**2/(4*Rs**2)-1)*sp.diff(F, w, 2)
            + (3*w/(4*Rs**2)-1/w)*sp.diff(F, w) + F/w)
pts = [rng.uniform(0.3, 2.8, 40), rng.uniform(0, 2*pi, 40),
       rng.uniform(0.3, 2.8, 40), rng.uniform(0, 2*pi, 40)]
def ev(expr, R): return sp.lambdify((t1, p1, t2, p2, Rs), expr, 'numpy')(*pts, R)

gu = grad(u, t1, p1)
assert np.max(np.abs(ev(gu[0]**2+gu[1]**2-(1-u**2/(4*Rs**2)), 1.3))) < 1e-8
assert np.max(np.abs(ev(div(gu, t1, p1)-(1/u-3*u/(4*Rs**2)), 1.3))) < 1e-8
F = sp.exp(-w/2)*sp.cos(w)
assert np.max(np.abs(ev(H4(F.subs(w, u))-Hred(F).subs(w, u), 1.3))) < 1e-8

g, En = sp.symbols('g E', positive=True)
cond = sp.Poly(sp.expand(w*(Hred(1+g*w)-En*(1+g*w))), w).all_coeffs()
sol = sp.solve(cond, [g, En, Rs], dict=True)
assert len(sol) == 1
R0, E0, g0 = (float(sol[0][k]) for k in (Rs, En, g))
assert abs(R0-sqrt(3)/2) < 1e-14
psi = 1+u
eloc = H4(psi)/psi
e_at, e_off = ev(eloc, R0), ev(eloc, 1.0)
assert np.max(np.abs(e_at-E0)) < 1e-8 and np.ptp(e_off) > 1e-2
# pointwise ground-state identity with a non-invariant factor f
f = 1+sp.cos(t1)+sp.sin(t2)*sp.cos(p2)*sp.cos(t1)**2
rhs = 0
for q in pairs:
    gf = grad(f, *q)
    rhs += psi**2*(gf[0]**2+gf[1]**2)/2 - div([psi**2*f*c for c in gf], *q)/2
assert np.max(np.abs(ev(f*psi*(H4(f*psi)-E0*f*psi)-rhs, R0))) < 1e-7
# integrated identity for f = exp(-u)
fw = sp.exp(-w); tr = fw*(1+w); wt = w/(2*Rs**2)
A = sp.lambdify(w, (wt*tr*(Hred(tr)-E0*tr)).subs(Rs, R0))
B = sp.lambdify(w, (wt*(1+w)**2*(1-w**2/(4*Rs**2))*sp.diff(fw, w)**2).subs(Rs, R0))
Ai, Bi = quad(A, 0, 2*R0)[0], quad(B, 0, 2*R0)[0]
assert abs(Ai-Bi) < 1e-8 and Ai > 0

# ---- moments from the angle integral
def avg(fun, R=R0): return quad(lambda a: 0.5*np.sin(a)*fun(2*R*np.sin(a/2)), 0, pi)[0]
mom = {n: avg(lambda x: x**n) for n in (-1, 1, 2)}
for n in mom: assert abs(mom[n]-2*(2*R0)**n/(n+2)) < 1e-9
N, EHF = 2.5+4/sqrt(3), 1/R0
T, V, W = 0.5/N, (2+4/sqrt(3))/N, (1+2/sqrt(3))**2/N
assert abs(avg(lambda x: (1+x)**2)-N) < 1e-9
assert abs(avg(lambda x: (1+x)**2/x)/N-V) < 1e-9 and abs(T+V-E0) < 1e-12

# ---- Gauss rule in s, exact for all polynomial integrands below
xg, wg = roots_legendre(700)
s = (xg+1)/2; ws = wg/2; wpair = 2*s*ws; cg = 1-2*s**2
Lmax = 320; ls = np.arange(Lmax+1)
P = np.array([eval_legendre(l, cg) for l in ls])
for l in range(12):
    assert abs((2*l+1)*np.sum(wpair*P[l]/(2*R0*s))-1/R0) < 1e-9
    assert abs((2*l+1)*np.sum(wpair*P[l]*2*R0*s)+4*R0/((2*l-1)*(2*l+3))) < 1e-9
Pn = P*np.sqrt(2*ls+1)[:, None]
Vci = (Pn*(wpair/(2*R0*s)))@Pn.T
Tci = ls*(ls+1)/R0**2
Eci = {}
for L in (0, 1, 2, 5, 10, 40, 160, 320):
    val, vec = np.linalg.eigh(np.diag(Tci[:L+1])+Vci[:L+1, :L+1])
    Eci[L] = val[0]
    assert val[0] > E0
c0 = vec[:, 0]; Eexc = val[1]
assert abs(c0**2@Tci-T) < 1e-5 and abs(c0@Vci@c0-V) < 1e-5 and abs(c0[0]**2-W) < 1e-5
ratio = {L: (Eci[L]-E0)*4*N*(L+1)**2 for L in (40, 160, 320)}
assert abs(ratio[320]-1) < 0.05      # next correction is of relative order 1/L
Eext = (321**2*Eci[320]-161**2*Eci[160])/(321**2-161**2)
assert abs(Eext-E0) < 2e-7

# ---- variational basis of polynomials in u
bas = [Legendre.basis(k, domain=[0, 1]) for k in range(15)]
b0 = np.array([b(s) for b in bas]); b1 = np.array([b.deriv()(s) for b in bas])
def solve_u(R):
    Hm = (b1*(wpair*(1-s**2)))@b1.T/(4*R*R)+(b0*(wpair/(2*R*s)))@b0.T
    val, vec = eigh(Hm, (b0*wpair)@b0.T)
    c = vec[:, 0]
    cusp = sum(a*b.deriv()(0.0) for a, b in zip(c, bas))/(2*R)/sum(a*b(0.0) for a, b in zip(c, bas))
    return val[0], cusp
Eu = solve_u(R0)[0]; cusp2 = solve_u(2.0)[1]
assert abs(Eu-E0) < 1e-9 and abs(cusp2-1) < 1e-4
h = 1e-3
virial = R0*(solve_u(R0+h)[0]-solve_u(R0-h)[0])/(2*h)
assert abs(virial+2*T+V) < 1e-5
E2 = -float(mp.nsum(lambda l: 1/(l*(l+1)*(2*l+1)), [1, mp.inf]))
assert abs(E2-(4*log(2)-3)) < 1e-10
ecs = {R: solve_u(R)[0]-1/R for R in (0.01, 0.02)}
lim = 2*ecs[0.01]-ecs[0.02]
assert abs(lim-E2) < 5e-5            # remainder is of order R^2

# ---- Hartree-Fock in real spherical harmonics, orbitals l <= 4
xt, wtq = roots_legendre(12); ph = 2*pi*np.arange(24)/24
X, PH = [a.ravel() for a in np.meshgrid(xt, ph, indexing='ij')]
WG = np.repeat(wtq, 24)*2*pi/24
Y, lK = [], []
for l in range(9):
    for m in range(-l, l+1):
        a = abs(m)
        y = sqrt((2*l+1)/(4*pi)*factorial(l-a)/factorial(l+a))*lpmv(a, l, X)
        if m > 0: y = sqrt(2)*y*np.cos(a*PH)
        if m < 0: y = sqrt(2)*y*np.sin(a*PH)
        Y.append(y); lK.append(l)
Y = np.array(Y); lK = np.array(lK); nb = 25
assert np.max(np.abs((Y*WG)@Y.T-np.eye(81))) < 1e-11
G = ((Y[:nb, None, :]*Y[None, :nb, :]).reshape(nb*nb, -1)*WG)@Y.T
kern = 4*pi*(P[:9]@(wpair/(2*s)))[lK]     # Coulomb eigenvalues at R = 1, by quadrature
kin = lK[:nb]*(lK[:nb]+1)/2
def dens(c): return np.outer(c, c).ravel()@G
def Edet(a, b, R):
    a = a/np.linalg.norm(a); b = b/np.linalg.norm(b)
    return (kin@a**2+kin@b**2)/R**2+np.sum(kern*dens(a)*dens(b))/R
def uhf(R):
    a = rng.normal(size=nb); b = rng.normal(size=nb); b /= np.linalg.norm(b)
    for _ in range(200):
        Fm = np.diag(kin)/R**2+(G@(kern*dens(b))).reshape(nb, nb)/R
        a, b = b, np.linalg.eigh(Fm)[1][:, 0]
    return Edet(a, b, R)
rhf = [minimize(lambda c: Edet(c, c, R0), rng.normal(size=nb)).fun for _ in range(4)]
assert min(rhf) > EHF-1e-10 and abs(min(rhf)-EHF) < 1e-6
u0 = [uhf(R0) for _ in range(20)]
assert max(abs(e-EHF) for e in u0) < 1e-9
u2 = min(uhf(2.0) for _ in range(3))
assert u2 < 0.5-1e-3
def curv(l, R, c=1e-3):
    e = np.zeros(nb); e[0] = 1; d = np.zeros(nb); d[l*l+l] = c
    return (Edet(e+d, e-d, R)-Edet(e, e, R))/c**2
cv = {l: curv(l, R0) for l in (1, 2, 3)}
for l in cv: assert abs(cv[l]-(l*(l+1)/R0**2-4/((2*l+1)*R0))) < 1e-4
Rc = brentq(lambda R: curv(1, R), 1.0, 2.5)
assert abs(Rc-1.5) < 1e-4 and R0 < Rc
Tpar = np.sort(kin)[:2].sum()/R0**2
assert Tpar > EHF
Ec = Eext-min(u0)
assert abs(Ec-(1-2/sqrt(3))) < 3e-7
shift = (-2*2+0.5*2**2)*mom[-1]
assert abs(shift+2/R0) < 1e-9

show("R", R0, "bohr"); show("2R", 2*R0, "bohr"); show("r_s", sqrt(2)*R0, "bohr")
show("slope g", g0, "1/bohr"); show("E exact", E0, "hartree")
print(f"max |local energy - E| at R = {np.max(np.abs(e_at-E0)):.1e} hartree")
show("local energy spread at R=1 bohr", np.ptp(e_off), "hartree", 4)
show("<1/u>", mom[-1], "1/bohr"); show("<u>", mom[1], "bohr"); show("<u^2>", mom[2], "bohr^2")
show("N", N, "(dimensionless)"); show("T = Tc", T, "hartree"); show("V", V, "hartree")
show("E_HF", EHF, "hartree"); show("Vc", V-EHF, "hartree")
show("Ec", E0-EHF, "hartree"); show("Ec", (E0-EHF)*eV, "eV", 4)
show("Ec per electron", (E0-EHF)/2, "hartree")
show("|Ec|/E_HF", 100*(EHF-E0)/EHF, "percent", 2)
show("HF weight in psi", W, "(dimensionless)")
show("R dE/dR", virial, "hartree", 5); show("cusp ratio at R=2 bohr", cusp2, "1/bohr", 4)
show("<f psi|H-E|f psi>, f=exp(-u), unnormalized", Ai, "hartree")
show("RHF minimum, numerical", min(rhf), "hartree")
show("UHF minimum, 20 starts", min(u0), "hartree")
for l in cv: show(f"UHF curvature l={l}", cv[l], "hartree", 4)
show("UHF threshold radius", Rc, "bohr", 4)
show("UHF at R=2 bohr", u2, "hartree"); show("RHF at R=2 bohr", 1/2.0, "hartree")
show("parallel-spin kinetic bound", Tpar, "hartree")
for L in Eci: show(f"CI energy L={L}", Eci[L], "hartree", 8)
for L in ratio: show(f"4N(L+1)^2 (E_L-E), L={L}", ratio[L], "hartree", 4)
show("CI extrapolated", Eext, "hartree", 7)
show("first excited S level (CI)", Eexc, "hartree", 4)
show("u-polynomial basis energy", Eu, "hartree", 9)
for R in ecs: show(f"Ec at R={R} bohr", ecs[R], "hartree", 5)
show("Ec extrapolated to R=0", lim, "hartree", 4); show("second-order sum", E2, "hartree")
show("background shift", shift, "hartree"); show("E with background", E0+shift, "hartree")
print("every check passed")
```

Output:

```
R = 0.866025 bohr
2R = 1.732051 bohr
r_s = 1.224745 bohr
slope g = 1.000000 1/bohr
E exact = 1.000000 hartree
max |local energy - E| at R = 3.6e-15 hartree
local energy spread at R=1 bohr = 0.1125 hartree
<1/u> = 1.154701 1/bohr
<u> = 1.154701 bohr
<u^2> = 1.500000 bohr^2
N = 4.809401 (dimensionless)
T = Tc = 0.103963 hartree
V = 0.896037 hartree
E_HF = 1.154701 hartree
Vc = -0.258664 hartree
Ec = -0.154701 hartree
Ec = -4.2096 eV
Ec per electron = -0.077350 hartree
|Ec|/E_HF = 13.40 percent
HF weight in psi = 0.965346 (dimensionless)
R dE/dR = -1.10396 hartree
cusp ratio at R=2 bohr = 1.0000 1/bohr
<f psi|H-E|f psi>, f=exp(-u), unnormalized = 0.296835 hartree
RHF minimum, numerical = 1.154701 hartree
UHF minimum, 20 starts = 1.154701 hartree
UHF curvature l=1 = 1.1271 hartree
UHF curvature l=2 = 7.0762 hartree
UHF curvature l=3 = 15.3402 hartree
UHF threshold radius = 1.5000 bohr
UHF at R=2 bohr = 0.489551 hartree
RHF at R=2 bohr = 0.500000 hartree
parallel-spin kinetic bound = 1.333333 hartree
CI energy L=0 = 1.15470054 hartree
CI energy L=1 = 1.01856349 hartree
CI energy L=2 = 1.00722866 hartree
CI energy L=5 = 1.00161321 hartree
CI energy L=10 = 1.00045691 hartree
CI energy L=40 = 1.00003146 hartree
CI energy L=160 = 1.00000201 hartree
CI energy L=320 = 1.00000051 hartree
4N(L+1)^2 (E_L-E), L=40 = 1.0174 hartree
4N(L+1)^2 (E_L-E), L=160 = 1.0045 hartree
4N(L+1)^2 (E_L-E), L=320 = 1.0023 hartree
CI extrapolated = 1.0000000 hartree
first excited S level (CI) = 4.1634 hartree
u-polynomial basis energy = 1.000000000 hartree
Ec at R=0.01 bohr = -0.22624 hartree
Ec at R=0.02 bohr = -0.22508 hartree
Ec extrapolated to R=0 = -0.2274 hartree
second-order sum = -0.227411 hartree
background shift = -2.309401 hartree
E with background = -1.309401 hartree
every check passed
```
